Steady Surface Heating by a Gaussian Laser Beam

1. What dimensions fix

A fixed laser beam deposits the power P on the flat face of a thick solid, and the temperature has stopped changing. The central temperature rise T₀ can depend on P, on the thermal conductivity k and on the beam radius w. The heat capacity drops out, because nothing is being warmed any further.

Let temperature be measured as an energy, so that T stands for Boltzmann's constant times the rise in kelvin. The heat flux is −k∇T, an energy per area and time, so k has the dimension 1/(length × time). In a product Pᵃkᵇwᶜ with the dimension of energy, the energy exponent requires a = 1, the time exponent −a − b = 0 gives b = −1, and the length exponent −b + c = 0 gives c = −1. Hence

T₀ = c₀ P/(k w),

with a pure number c₀ that depends on the beam shape and on the definition of w. The rise varies as power over radius, not as power over area: at fixed P, halving w makes the peak intensity four times larger but only doubles T₀.

The algebra is in atomic units with k_B = 1. Neither ħ nor the electron mass or charge enters the heat equation, so the same formulas hold in any consistent units. The numbers below use eV, Å and fs. A tabulated conductivity must first be divided by Boltzmann's constant.

2. The problem and its conventions

The solid fills z > 0, and r is the distance from the beam axis. The absorbed intensity is

q(r) = P/(πw²) exp(−r²/w²).

At r = w it has fallen to 1/e of its peak. The prefactor makes P the total absorbed power, since

∫₀^∞ q(r) 2πr dr = (P/w²) ∫₀^∞ exp(−r²/w²) 2r dr = P.

Reflected light is not part of P. The conductivity is taken as constant and isotropic, the light as absorbed at the surface itself, and the surface as losing no heat to the outside. With T measured from the temperature far away, the steady problem is

∇²T = 0 for z > 0,
−k ∂T/∂z = q(r) at z = 0,
T → 0 at large distance.

The minus sign makes the flux into the solid positive, as T falls with depth.

There is only one solution. The difference u of two solutions is harmonic, has zero slope ∂u/∂z at the surface and vanishes far away. Continued evenly to z < 0, it joins smoothly and is harmonic in all space. On a sufficiently large sphere |u| is smaller than any chosen ε, and by the maximum principle it is then smaller than ε inside. Hence u = 0. Any field that meets the three conditions is therefore the answer, however it was found.

3. One point source

Let the power p enter at one surface point, and let R be the distance from it. Try a field that depends on R alone. Its heat flow is radial, so it runs along the surface and does not cross it: the insulation condition holds away from the source. In the steady state the whole power crosses each hemisphere of area 2πR²:

2πR² (−k dT/dR) = p.

Division gives dT/dR = −p/(2πkR²). Integration, with T → 0 far away, gives

T = p/(2πkR).

This is harmonic for R > 0, because R² dT/dR is constant. The factor is 2π, where a source inside an infinite solid would have 4π, because the heat has only half of space to flow into.

4. Superposition

The equations are linear, so the fields of surface elements with power q(r′) d²r′ add:

T(r,z) = ∫ q(r′) d²r′ / (2πk √(s² + z²)),

where s is the distance along the surface from the source element to the point below which T is wanted. Differentiation gives the downward flux

−k ∂T/∂z = ∫ q(r′) z/[2π(s² + z²)^(3/2)] d²r′.

The weight multiplying q has unit integral over the plane:

∫₀^∞ z s ds/(s² + z²)^(3/2) = [−z/√(s² + z²)]₀^∞ = 1.

The part of the weight beyond a fixed distance s is z/√(s² + z²), which tends to zero with z. Near the surface the weight therefore collects at s = 0, and the flux tends to the local value of q. The superposed field obeys the boundary condition, and by section 2 it is the solution.

5. The central temperature

At the beam centre z = 0, and s is the distance from the axis. A ring of width ds has area 2πs ds, which cancels the 1/s of the point source:

T₀ = ∫₀^∞ q(s) 2πs ds/(2πks) = (1/k) ∫₀^∞ q(s) ds.

This holds for any circular beam for which the integral exists. The singular point sources do no harm, since rings of equal width count equally at equal intensity.

For the Gaussian, set J = ∫₀^∞ exp(−x²) dx. Its square is an integral over a quarter plane, and in polar coordinates

J² = (π/2) ∫₀^∞ ρ exp(−ρ²) dρ = π/4,

so J = √π/2. With s = wx,

T₀ = (1/k) × P/(πw²) × w√π/2 = P/(2√π k w).

The pure number of section 1 is c₀ = 1/(2√π).

If a beam is specified instead by the radius W at which the intensity is 1/e² of its peak, then exp(−2r²/W²) = exp(−r²/w²), so w = W/√2 and

T₀ = P/(√(2π) k W).

Putting a 1/e² radius into the first formula makes the result too small by a factor √2.

6. The surface profile

Take an observation point on the surface at distance r from the axis, and use polar coordinates s, φ about it, with φ measured from the outward radial direction. The squared distance of a source element from the beam axis is

r² + s² + 2rs cos φ = (s + r cos φ)² + r² sin²φ.

The area element s ds dφ again cancels 1/s. The rays at φ and φ + π form one straight line, on which s may run from −∞ to ∞, so φ need only cover half a turn:

T(r,0) = [1/(2πk)] ∫₀^π dφ ∫₋∞^∞ ds P/(πw²) exp[−(s + r cos φ)²/w² − r² sin²φ/w²].

The shift r cos φ does not alter an integral over the whole line, which equals √π w. Therefore

T(r,0) = (T₀/π) ∫₀^π exp(−r² sin²φ/w²) dφ.

For r > 0 the integrand is below 1 except at the end points, so the centre is the hottest point of the surface. Writing sin²φ = (1 − cos 2φ)/2 and ψ = 2φ turns the integral into a modified Bessel function, I₀(x) = (1/2π) ∫₀^2π exp(x cos ψ) dψ:

T(r,0) = T₀ exp(−x) I₀(x), x = r²/(2w²).

Code should call the scaled function exp(−x) I₀(x) directly, because I₀(x) alone overflows at large x.

Near the axis the average of sin²φ is 1/2, so T ≈ T₀(1 − r²/(2w²)). The intensity falls as 1 − r²/w², twice as fast: conduction smooths the profile.

Far away, with a = r²/w² large, the integral comes from φ near 0 and π. Together these regions act as one full peak. Using sin²φ ≈ φ² − φ⁴/3,

∫ exp(−aφ²)(1 + aφ⁴/3) dφ = √(π/a) [1 + 1/(4a)],

because the mean of φ⁴ over this Gaussian is 3/(4a²). Thus

T(r,0) ≈ P/(2πkr) [1 + w²/(4r²)].

The point-source law returns. At r = 10w the Bessel formula exceeds it by a factor 1.0025, in agreement with the bracket. The temperature has a long 1/r tail, although the light has a Gaussian edge.

7. The depth profile

On the axis below the beam,

T(0,z) = (1/k) ∫₀^∞ q(s) s ds/√(s² + z²).

Set u² = s² + z². Then s ds = u du, the root cancels u, and s² = u² − z²:

T(0,z) = P/(πw²k) exp(z²/w²) ∫_z^∞ exp(−u²/w²) du.

The last integral is (√π w/2) erfc(z/w), by the definition of the complementary error function. Hence

T(0,z) = T₀ exp(z²/w²) erfc(z/w).

Here too the scaled product should be evaluated as one function, since its first factor overflows and its second underflows at large depth. For small z,

T(0,z) ≈ T₀ [1 − 2z/(√π w) + z²/w²].

The first slope gives the flux 2kT₀/(√π w) = P/(πw²), which is the peak intensity, as it must be. For large z, erfc(ζ) ≈ exp(−ζ²)/(√π ζ) gives P/(2πkz), the point-source law again.

8. How long the steady state takes

Let the beam be switched on at t = 0. With heat capacity C per volume, also divided by k_B, the temperature obeys C ∂T/∂t = k∇²T, and the diffusivity is D = k/C. A heat pulse E released at a surface point spreads after a time τ as

T = 2E/[C(4πDτ)^(3/2)] exp(−R²/(4Dτ)).

To see that this solves the equation, divide both sides by T. The time derivative gives −3/(2τ) + R²/(4Dτ²), and D∇²T/T gives the same. The factor 2 puts all the heat into the half-space, and the even dependence on z keeps the surface insulated.

During dτ the beam deposits q(s) dτ per area. Its effect at the centre contains

∫₀^∞ q(s) exp(−s²/(4Dτ)) 2πs ds = (P/w²)/[1/w² + 1/(4Dτ)] = 4PDτ/(w² + 4Dτ).

Multiplying by 2/[C(4πDτ)^(3/2)] and summing over all pulses gives

T(0,t) = ∫₀^t 2P dτ/[C π^(3/2) √(4Dτ) (w² + 4Dτ)].

Set v = √(4Dτ), so that dτ = v dv/(2D). The v cancels, and CD = k:

T(0,t) = P/(π^(3/2) k) ∫₀^√(4Dt) dv/(w² + v²) = (2T₀/π) arctan(√(4Dt)/w).

As t → ∞ the arctangent tends to π/2 and T to T₀, now without use of the steady point source. Half the rise is reached at

t½ = w²/(4D),

and the fraction f at t½ tan²(πf/2). At late times the missing fraction is about (2/π)w/√(4Dt), so it falls only as 1/√t. At early times

T(0,t) ≈ (2q(0)/k) √(Dt/π),

which depends on the peak intensity and not separately on w: heat has not yet spread sideways. For a pulse of constant power much shorter than t½, this law gives the rise at the end of the pulse, and T₀ would overestimate it. The law also needs √(Dt) to be much larger than the depth in which the light is absorbed; otherwise the assumption of surface absorption makes the calculated rise too large. For exponential absorption the true rise is still about 8 per cent lower when √(Dt) is ten absorption depths. In a real solid the heat equation itself holds only if w and √(Dt) are large compared with the mean free paths of the heat carriers, and if electrons and lattice share one temperature, so that the light turns into heat where it is absorbed; very short pulses and very small spots can violate this.

9. A worked case

Take round model parameters: P = 10⁴ eV/fs, k = 0.5 Å⁻¹ fs⁻¹, w = 10⁵ Å and C = 0.1 Å⁻³. The peak intensity is 10⁴/(π × 10¹⁰) = 3.183 × 10⁻⁷ eV Å⁻² fs⁻¹. The central rise is

T₀ = 10⁴/(2√π × 0.5 × 10⁵) = 0.05642 eV,

or about 655 K above the far temperature. This is the constant-k figure. Over such a range the conductivity of a real solid usually changes a good deal, and section 10 then applies: starting from 300 K, a conductivity inversely proportional to the absolute temperature would give a rise of about 2360 K for the same power. At r = w on the surface the factor exp(−1/2) I₀(1/2) = 0.6450 leaves 0.0364 eV, although the intensity there is down to 1/e. At depth w the factor e × erfc(1) = 0.4276 leaves 0.0241 eV. If 10⁵ Å were the 1/e² radius, the beam would be narrower and the central rise 0.0798 eV.

The superposition can also be carried out literally. Divide a square of half-width 6w into cells, put the power of each cell at its midpoint, and add the point-source fields at the centre, which is a cell corner. Cells of side w/20 give 0.055600 eV, and cells of side w/40 give 0.056010 eV. The deficits from T₀, 0.000819 and 0.000409 eV, are in the ratio 2:1. An error linear in the spacing h is expected: the nearest cells have area h² and fields proportional to 1/h. Twice the finer sum minus the coarser one removes this error and gives 0.05642 eV.

A finite-volume solution of the heat equation uses no point sources. It balances the heat flow between rings inside a large cylinder whose far walls, about 400w away, are held at T = 0. The cells are 0.02w wide at the beam centre and grow by 5 per cent from one to the next. The central rise comes out as 0.05637 eV, about 0.1 per cent below T₀. A wall at distance R lowers the field by roughly the point-source value P/(2πkR), which relative to T₀ is w/(√π R), about 0.14 per cent here. The exact Bessel-series solution for this cylinder gives 0.13 per cent, so the grid error is about 0.03 per cent and has the opposite sign.

For the heating, D = 0.5/0.1 = 5 Å²/fs, and

t½ = 10¹⁰/(4 × 5) = 5 × 10⁸ fs.

Reaching 95 per cent takes tan²(0.475π) = 161 times as long, 8.07 × 10¹⁰ fs. Stepping the finite-volume equations forward with 150 implicit Euler steps to each time gives the following central rises:

t½: formula 0.02821 eV, numerical 0.02819 eV
4t½: formula 0.03977 eV, numerical 0.03975 eV
161t½: formula 0.05360 eV, numerical 0.05361 eV

The differences are below 0.1 per cent of T₀; at the first two times the time step alone lowers the result by about 0.05 per cent, and the grid error offsets part of this. The second half of the rise is thus far slower than the first, and a dwell time of a few t½ does not give the steady temperature.

10. Where the result changes

Conductivity that varies with temperature. Let k(T) be a function of the local rise, and define θ = ∫₀^T k(T′) dT′. Then ∇θ = k∇T, so the steady equations become ∇²θ = 0 and −∂θ/∂z = q. This is the problem already solved, with k replaced by 1, and the central rise follows from

∫₀^T₀ k(T′) dT′ = P/(2√π w).

If k falls on heating, the rise is larger than the constant-k formula gives with the cold value of k. The equation need not have a solution: if k varies as the absolute temperature to the power −n with n > 1, the integral cannot exceed k∞T∞/(n − 1), where T∞ is the far absolute temperature and k∞ the conductivity there, and above the corresponding power this model has no steady state. The absorbed power must still be known; if absorption depends on temperature, the absorbed fraction varies across the beam, q(r) is no longer Gaussian, and it has to be found together with the surface temperature. Melting, with its change of phase, is outside this model.

Light absorbed below the surface. A source p at depth d needs an equal image at height d to keep the surface insulated. Each contributes p/(4πk√(s² + d²)) at a surface point, and their sum is p/(2πk√(s² + d²)). A beam absorbed at depth d therefore gives the central surface rise T(0,d) of section 7. If the absorbed power is distributed as exp(−d/δ)/δ, the mean depth is δ, and for δ much smaller than w

T_centre ≈ T₀ [1 − 2δ/(√π w)].

The surface formula is then the leading term, and the correction lowers it.

Heat loss from the surface. If the surface loses a flux hT, this competes with conduction along the solid, of order kT/r, at distances r of order k/h. The insulated solution needs k/h much larger than w, and the limit is approached slowly: the central rise is about 3 per cent lower at k/h = 100w and 16 per cent lower at k/h = 10w. Even then its far tail along the surface holds only for r much smaller than k/h: at r = k/h the true rise is about a quarter of the insulated value.

Finite samples. The solid must extend many beam radii in depth and width. A cold boundary at distance R lowers the central rise by a fraction of order w/R. An insulated back face raises it instead: a plate of thickness 5w cooled only at a rim 100w away reaches 1.25 T₀, and with the rim 400w away 1.40 T₀. The rise grows as the logarithm of the rim distance, so an unbounded plate with both faces insulated has no steady state. A sample insulated on all sides has no steady state under constant power, because the heat cannot leave.
